# The quartic phonon resistivity of a two-dimensional metal

A calculation of low-temperature mobility in a metallic channel must settle two points before any mesh is chosen. One is whether the deformation potential stays finite or is screened away at long wavelength. The other is whether a relaxation time may be averaged over energy, or the Boltzmann equation must be solved with scattering-in from other energies. For phonons confined to the sheet, the first choice sets the power of temperature, the second the prefactor: for the unscreened model below, the averaged relaxation time gives about two thirds of the correct resistivity in the low-temperature limit.

## Model and matrix element

The electrons have an isotropic band with Fermi wavevector $k_F$, Fermi velocity $v_F$ and spin-times-valley degeneracy $g$. Their areal density is $n=gk_F^2/4\pi$. In-plane longitudinal phonons have $\omega=cq$, and the sheet has area $A$ and areal mass density $M$. A dilation shifts the electron energy by $D\,\nabla\cdot\mathbf u_{\rm ion}$, with $D$ independent of $q$: this is what unscreened means here. The displacement is

$$\mathbf u_{\rm ion}(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2AM\omega}}\;i\hat{\mathbf q}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf r}. \tag{1}$$

The factor $i$ makes the displacement Hermitian, since $\hat{\mathbf q}$ changes sign with $\mathbf q$. The divergence turns $i\hat{\mathbf q}$ into $-q$, so the squared matrix element for one phonon is

$$|V_q|^2\,O(q)=\frac{D^2\hbar q^2}{2AMcq}\,O(q)=\frac{D^2\hbar q}{2AMc}\,O(q), \tag{2}$$

apart from the occupation factor. Here $O$ is the squared overlap of the Bloch states: $O=1$ for a plain band and $O=1-(q/2k_F)^2$ for a chiral one. Both tend to 1 at small $q$.

We take $T\ll T_F$ and $c\ll v_F$, and drop terms of relative order $(c/v_F)^2$. The phonons are kept in equilibrium at rest. Umklapp, impurities and other phonon branches are left out. The phonons are two-dimensional, as in a free-standing sheet; a thin channel coupled to bulk phonons gains one power of $T$ at low temperature, $T^5$ in place of the $T^4$ derived below and $T^7$ in place of the screened $T^6$. The temperature scale is set by the largest phonon that connects two points of the Fermi circle, $q=2k_F$:

$$k_BT_{BG}=2\hbar ck_F. \tag{3}$$

## Resistivity as a balance of momentum

Let the electrons drift with velocity $\mathbf u$, described by $f_0(\varepsilon_k-\hbar\mathbf k\cdot\mathbf u)$. This form is a trial distribution for now; the Boltzmann equation will justify it. To first order in $\mathbf u$ the particle current is

$$-g\int\!\frac{d^2k}{4\pi^2}\,\mathbf v\,(\hbar\mathbf k\cdot\mathbf u)\frac{\partial f_0}{\partial\varepsilon}
=-g\int\!\frac{d^2k}{4\pi^2}(\mathbf k\cdot\mathbf u)\nabla_kf_0=n\mathbf u. \tag{4}$$

The first equality uses $\hbar\mathbf v=\nabla_k\varepsilon$, the second integration by parts. The result does not require a parabolic band.

The electron charge is $-e$, so $j=-neu$. In a steady state the electric force per area, $-neE$, equals the momentum $F$ passed to the phonons per area and time. Hence

$$\rho=\frac Ej=\frac{-F/(ne)}{-neu}=\frac{F}{n^2e^2u}. \tag{5}$$

Write $f$ for the occupation of $\mathbf k$ and $f'$ for that of $\mathbf k'=\mathbf k+\mathbf q$. Emission takes $\mathbf k'$ to $\mathbf k$, absorption reverses it, and the golden rule gives

$$\mathbf F=\frac1A\sum_{\mathbf q}\hbar\mathbf q\,\frac{2\pi}{\hbar}|V_q|^2\,g\sum_{\mathbf k}O\,B\,\delta(\varepsilon'-\varepsilon-\hbar\omega), \tag{6}$$

$$B=f'(1-f)(N+1)-f(1-f')N, \tag{7}$$

where $N(E)=1/(e^{E/k_BT}-1)$ is taken at $E=\hbar\omega$.

To simplify $B$, put $f=1/(e^z+1)$ and $f'=1/(e^{z'}+1)$. Then

$$\frac{f'(1-f)}{f-f'}=\frac{e^z}{e^{z'}-e^z}=\frac1{e^{z'-z}-1}\equiv\nu. \tag{8}$$

Since $f(1-f')=f'(1-f)+(f-f')=(f-f')(\nu+1)$, the bracket becomes

$$B=(f-f')[\nu(N+1)-(\nu+1)N]=(f-f')(\nu-N). \tag{9}$$

For the drifting electrons $z'-z=(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)/k_BT$, so $\nu=N(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)$. To first order,

$$\nu-N=\hbar\mathbf q\cdot\mathbf u\left(-\frac{\partial N}{\partial E}\right),\qquad
-\frac{\partial N}{\partial E}=\frac{N(N+1)}{k_BT}. \tag{10}$$

The factor $f-f'$ can now be taken at $u=0$.

Equation (9) also shows what phonon drag does. If the phonons drift with the electrons, their occupation is itself $N(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)$, and $B$ vanishes for each process. The resistivity derived here therefore needs some other agency, such as boundaries or defects, that returns phonon momentum to the lattice quickly.

## The Fermi-circle sum

For $T\ll T_F$ the electron sum is confined to the neighbourhood of the Fermi circle, where $d^2k=k_F\,d\varepsilon\,d\vartheta/(\hbar v_F)$ and $\vartheta$ is the angle between $\mathbf k$ and $\mathbf q$. The energy integral is

$$\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\hbar\omega)]=\hbar\omega. \tag{11}$$

For the angular delta function, $k'^2=k^2+q^2+2kq\cos\vartheta$ gives $|\partial\varepsilon'/\partial\vartheta|=\hbar v_Fq|\sin\vartheta|$ at the Fermi circle. Setting $k'=k$ costs a shift $c/v_F$ in $\cos\vartheta$, which is dropped. Relabelling $\mathbf k\to-\mathbf k'$ shows that the sum in (12) is odd in $\omega$ at fixed $q$, so the relative error, away from the singularity at $q=2k_F$, is only of order $(c/v_F)^2$. Then $\cos\vartheta=-q/2k_F$, with two solutions $\pm\vartheta$, and

$$g\sum_{\mathbf k}O(f-f')\delta(\varepsilon'-\varepsilon-\hbar\omega)
=\frac{gA}{4\pi^2}\frac{k_F}{\hbar v_F}\,\hbar\omega\,\frac{2\,O}{\hbar v_Fq\sqrt{1-(q/2k_F)^2}}. \tag{12}$$

Insert (2), (10) and (12) in (6), with $\sum_{\mathbf q}\to A\int q\,dq\,d\varphi/4\pi^2$. The component of $\mathbf F$ along $\mathbf u$ carries $\cos^2\varphi$, whose angular integral is $\pi$:

$$\frac Fu=\int_0^{2k_F}\!\frac{q\,dq}{4\pi}\,\hbar^2q^2\,\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2Mc}\,
\frac{gk_F\,\hbar cq\,O}{2\pi^2\hbar^2v_F^2q\sqrt{1-(q/2k_F)^2}}\left(-\frac{\partial N}{\partial E}\right). \tag{13}$$

The numerical factors combine to $\frac12\cdot\frac12\cdot\frac1{2\pi^2}=1/8\pi^2$, one power of $\hbar$ survives, $c$ cancels, and the powers of $q$ give $q^4$. Thus

$$\frac Fu=\frac{\hbar D^2gk_F}{8\pi^2Mv_F^2}\,I,\qquad
I=\int_0^{2k_F}\!dq\,\frac{q^4\,O(q)}{\sqrt{1-(q/2k_F)^2}}\left(-\frac{\partial N}{\partial E}\right). \tag{14}$$

With $n^2=g^2k_F^4/16\pi^2$, equation (5) becomes

$$\rho_I=\frac{2\hbar D^2}{ge^2Mv_F^2k_F^3}\,I. \tag{15}$$

A direct sum of (6) and (7) at small finite drift, for a parabolic band with $c/v_F=0.0154$, agrees with (15) to about one part in $10^4$ at $T_{BG}/40$. The omitted terms are of order $(c/v_F)^2\approx2\times10^{-4}$.

## Low temperature

Set $x=\hbar cq/k_BT$, so that $q/2k_F=xT/T_{BG}$. When $T\ll T_{BG}$ the Bose factor cuts off the integral long before $q=2k_F$. The upper limit may then be moved to infinity with exponentially small error, and $O/\sqrt{\cdots}\to1$:

$$I\to\frac1{k_BT}\left(\frac{k_BT}{\hbar c}\right)^5\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx. \tag{16}$$

The expansion $e^x/(e^x-1)^2=\sum_{m\ge1}m\,e^{-mx}$ gives, term by term,

$$\int_0^\infty\frac{x^pe^x}{(e^x-1)^2}\,dx=\sum_m m\,\frac{p!}{m^{p+1}}=p!\,\zeta(p). \tag{17}$$

For $p=4$ this is $24\,\pi^4/90=4\pi^4/15$. Equation (15) then yields

$$\boxed{\rho_4=\frac{8\pi^4D^2(k_BT)^4}{15\,ge^2M\hbar^4v_F^2c^5k_F^3}} \tag{18}$$

The four powers of $T$ can be counted. The total scattering rate, without the weight for lost momentum, varies as $T^2$: one power comes from the range of thermal $q$ and one from the coupling (2). Each collision turns the electron by a small angle $\theta\approx q/k_F$, and the loss of forward momentum, $1-\cos\theta\approx q^2/2k_F^2$, supplies the other two.

The integrand of (16) peaks where $x\coth(x/2)=4$, slightly below $x=4$. The peak thus lies near $q=8k_FT/T_{BG}$. A uniform mesh with that spacing only just finds it and leaves errors of several percent, up to about 11% on a square mesh in the $\mathbf q$ plane; half that spacing gives about 1% or better. A spacing chosen only to resolve $2k_F$ can miss the law.

The next term of $I$ follows from $O/\sqrt{\cdots}\approx1\pm\frac12(xT/T_{BG})^2$, plus for $O=1$ and minus for the chiral band. By (17),

$$\frac{\rho_I}{\rho_4}=1\pm\frac12\,\frac{6!\,\zeta(6)}{4!\,\zeta(4)}\left(\frac T{T_{BG}}\right)^2+\dots
=1\pm\frac{10\pi^2}7\left(\frac T{T_{BG}}\right)^2+\dots, \tag{19}$$

because $\zeta(6)/\zeta(4)=2\pi^2/21$. The coefficient is 14.1, so $\rho_I$ leaves the quartic law early.

## Why the prefactor survives the Boltzmann equation

The trial distribution must now be justified. Write $f=f_0(\varepsilon-\chi_{\mathbf k})$. Since $f/(1-f)=e^{-(\varepsilon-\varepsilon_F-\chi)/k_BT}$, the flow from $\mathbf k$ to $\mathbf k'$ exceeds the reverse flow by the factor $e^{(\chi-\chi')/k_BT}$. The net flow is thus $P(\chi-\chi')/k_BT$ to first order, where $P$ is the equilibrium flow, symmetric by detailed balance. The steady state obeys

$$-\frac{e}{\hbar}\mathbf E\cdot\nabla_kf_0=-\frac1{k_BT}\sum_{\mathbf k'}P(\mathbf k,\mathbf k')(\chi-\chi'). \tag{20}$$

Let $\xi=(\varepsilon-\varepsilon_F)/k_BT$ and $b(\xi)=f_0(1-f_0)$, which has unit integral over $\xi$. The left side is $eEv_F\cos\theta_k\,b/k_BT$. With $\chi=-eEv_F\tau(\xi)\cos\theta_k$, equation (20) reduces to

$$b(\xi)=\sum_{\mathbf k'}P\,[\tau(\xi)-\cos\theta\,\tau(\xi')]\equiv(L\tau)(\xi), \tag{21}$$

with $\theta$ the scattering angle; the part odd in $\theta$ cancels. The current involves the density of states $gk_F/2\pi\hbar v_F$ and an angular average $\frac12$, so

$$\rho=\frac{4\pi\hbar}{ge^2k_Fv_F\langle\tau\rangle},\qquad\langle\tau\rangle=\int d\xi\,b\,\tau. \tag{22}$$

Split $L=L_0+L_1$, where

$$L_0\tau=\sum P\,[\tau(\xi)-\tau(\xi')],\qquad L_1\tau=\sum P\,(1-\cos\theta)\,\tau(\xi'). \tag{23}$$

$L_0$ exchanges energy and scales as $T^2$. $L_1$ removes momentum and scales as $T^4$. Because $P$ is symmetric, $L_0$ is symmetric and non-negative, and it gives zero on a constant. Write $\tau=\tau_0+\delta$, with $\tau_0$ constant and $\langle\delta\rangle=0$. Integrating (21) over $\xi$ removes $L_0$, so to leading order

$$\frac1{\tau_0}=\Lambda,\qquad\Lambda=\int d\xi\sum P(1-\cos\theta). \tag{24}$$

The remainder obeys $L_0\delta\approx b-\tau_0L_1\!\cdot\!1$. The right side does not scale with $T$, hence $\delta\propto T^{-2}$, whereas $\tau_0\propto T^{-4}$. The energy dependence of $\tau$ dies out as $(T/T_{BG})^2$.

It remains to check that $\Lambda$ reproduces (15). The golden rule for final states on the circle has strength $\frac{2\pi}\hbar|V_q|^2\frac{A}{4\pi^2}\frac{k_F}{\hbar v_F}=Kq$, with $K=D^2k_F/(4\pi Mc\hbar v_F)$. Let $y=\hbar cq/k_BT$. By (8) and (11), absorption gives $\int d\xi\,f(\xi)[1-f(\xi+y)]N=y(N+1)N$, and emission gives the same by detailed balance. Since $q=2k_F\sin(|\theta|/2)$, the two signs of $\theta$ give $d\theta\to2\,dq/(k_F\sqrt{1-(q/2k_F)^2})$. Therefore

$$\Lambda=\int_0^{2k_F}\!\frac{2\,dq}{k_F\sqrt{\cdots}}\,Kq\,O\;2yN(N+1)\,\frac{q^2}{2k_F^2}
=\frac{D^2}{2\pi Mv_Fk_F^2}\,I. \tag{25}$$

Putting $1/\langle\tau\rangle=\Lambda$ in (22) returns (15). Thus (18) has the correct prefactor, within the stated model, as $T/T_{BG}\to0$.

The sign of the first correction also follows. Keeping $\delta$ in the integral of (21) gives $1=\tau_0\Lambda+\int\delta\,L_1\!\cdot\!1\,d\xi$. Multiplying the equation for $\delta$ by $\delta$ and integrating gives $\tau_0\int\delta\,L_1\!\cdot\!1\,d\xi=-\int\delta L_0\delta\,d\xi\le0$. So $\tau_0\Lambda\ge1$ at this order: the electrons adjust their energy distribution so as to lower the resistivity below $\rho_I$.

Numerical solution of (21) for $O=1$ gives $1-\rho/\rho_I=1.62\times10^{-3}$ at $T_{BG}/100$ and $6.52\times10^{-3}$ at $T_{BG}/50$, the expected factor of four. In units of $(T/T_{BG})^2$ the reduction is about 16, against the rise of 14.1 in (19). The two effects have separate origins but nearly cancel, leaving about $-2$. For $O=1$ at these temperatures, the quartic law is consequently closer to the full solution than the more elaborate integral is. In the chiral band both corrections are negative and add: the full solution is 0.3% below $\rho_4$ at $T_{BG}/100$.

## The averaged relaxation time

A tempting shortcut replaces $\tau(\xi')$ by $\tau(\xi)$ in (21), which gives

$$\tau_s(\xi)=\frac{b(\xi)}{\sum P(1-\cos\theta)}. \tag{26}$$

It still scales as $T^{-4}$ at low temperature, so the exponent gives no warning. The Cauchy-Schwarz inequality gives a bound:

$$1=\left(\int b\,d\xi\right)^2\le\int b\,\tau_s\,d\xi\int\frac b{\tau_s}\,d\xi=\langle\tau_s\rangle\Lambda. \tag{27}$$

The shortcut resistivity cannot exceed $\rho_I$. The correct resistivity tends to $\rho_I$ as $T/T_{BG}\to0$, so in that limit the shortcut cannot overestimate it. At higher temperatures the correct resistivity also lies below $\rho_I$, and the bound does not order the two. Numerically the shortcut resistivity is $0.661\rho_4$ at $T_{BG}/50$ and $0.659\rho_4$ at $T_{BG}/100$, a mobility too high by a factor of about 1.5. The shortcut lets electrons at each energy relax on their own, although at these low temperatures collisions mix the energies much faster than they remove momentum.

## Two other regimes

For $T_{BG}\ll T\ll T_F$, $-\partial N/\partial E\to k_BT/(\hbar cq)^2$. With $O=1$ and $q=2k_F\sin\alpha$,

$$I\to\frac{k_BT}{\hbar^2c^2}\int_0^{\pi/2}8k_F^3\sin^2\alpha\,d\alpha=\frac{2\pi k_F^3k_BT}{\hbar^2c^2}, \tag{28}$$

$$\rho\to\frac{4\pi D^2k_BT}{ge^2\hbar Mv_F^2c^2}. \tag{29}$$

All angles now contribute, and the remaining power of $T$ counts phonons. For the chiral band the extra $\cos^2\alpha$ reduces the angular integral from $\pi/4$ to $\pi/16$, so (29) is divided by four.

Static screening by the electrons multiplies $V_q$ by $q/(q+q_s)$, with $q_s$ the screening wavevector. For thermal $q\ll q_s$ the integrand gains $(q/q_s)^2$, and (17) with $p=6$ gives

$$\rho_{\rm scr}\to\rho_4\,\frac{20\pi^2}7\left(\frac{k_BT}{\hbar cq_s}\right)^2\propto T^6. \tag{30}$$

The quartic law thus belongs to a deformation potential that remains finite as $q\to0$. If the deformation potential acts as a plain potential on all carriers in an ungated sheet, their own response will screen it, and (18) is the wrong limit. A metal gate at distance $d$ cuts off the Coulomb interaction: the factor becomes $1/[1+q_s(1-e^{-2qd})/q]$, which tends to the constant $1/(1+2q_sd)$ for $q\ll1/d$. The $T^4$ law then returns at low temperature, with (18) divided by $(1+2q_sd)^2$.

## A numerical case

Take a parabolic model sheet with round parameters: $n=10^{13}\ \mathrm{cm^{-2}}$, $g=4$, mass $0.2\,m_e$, $D=3$ eV, $c=5$ km/s and $M=3\times10^{-6}\ \mathrm{kg/m^2}$. Then $k_F=\sqrt{4\pi n/g}=0.5605\ \mathrm{nm^{-1}}$ and $v_F=\hbar k_F/m=324.4$ km/s. The temperature scales are $T_F=694.5$ K and $T_{BG}=42.81$ K, so the electrons are degenerate at a few kelvin.

By (3), $(k_BT)^4=16(\hbar ck_F)^4(T/T_{BG})^4$, and (18) becomes

$$\rho_4=\frac{128\pi^4}{15}\,\frac{(D/e)^2k_F}{gMv_F^2c}\left(\frac T{T_{BG}}\right)^4. \tag{31}$$

In SI units, at 1 K,

$$\rho_4=831\times\frac{(3.0)^2(5.605\times10^8)}{4(3.0\times10^{-6})(3.244\times10^5)^2(5.0\times10^3)}\times\frac1{(42.81)^4}\ \Omega
\approx198\ \mu\Omega \tag{32}$$

per square. The three levels of description compare as follows, in $\mu\Omega$ per square. All three drop the finite-$c/v_F$ terms, which raise $\rho_I$ by 1 to 2 parts in $10^4$ and so affect the last digit shown.

| $T$ (K) | $\rho_4$ | $\rho_I$ | Boltzmann |
|---|---|---|---|
| 1 | 197.6 | 199.2 | 197.4 |
| 2 | 3162 | 3270 | 3149 |
| 4 | 50590 | 60260 | 49920 |

At 4 K, where $T/T_{BG}=0.093$, the integral is 21% above the Boltzmann result, while the quartic law is 1.3% above it. The local exponent of $\rho_I$ first rises, to 4.34 at $0.1\,T_{BG}$, then falls to 3.03 at $0.2\,T_{BG}$ and 1.12 at $T_{BG}$. The rise starts with the positive term in (19); by $0.1\,T_{BG}$ that term alone gives only 4.25, and higher terms supply the rest. The maximum, about 4.35, lies near $0.095\,T_{BG}$.

The Boltzmann mobility $1/(ne\rho)$ is $3.2\times10^9\ \mathrm{cm^2/(V\,s)}$ at 1 K and $1.3\times10^7$ at 4 K. These large values describe one scattering channel in a sheet without impurities; they do not predict a sample's total mobility.

Screening would change the picture. With a dielectric constant of 10 and no gate nearby, $q_s=2.70k_F$, and $k_BT/\hbar cq_s=2(T/T_{BG})(k_F/q_s)=0.017$ at 1 K. Equation (30) then reduces the resistivity by more than a factor of 100. The choice of coupling at small $q$ far outweighs the differences between the columns of the table. The numerical output below gives the remaining values.

## Table of computed values

```
density n = 1.0e+13 cm^-2, degeneracy g = 4
mass = 0.20 m_e, deformation potential D = 3.0 eV
sound speed c = 5.0 km/s, areal mass M = 3.0e-06 kg/m^2
Fermi wavevector kF = 0.5605 nm^-1
Fermi velocity vF = 324.4 km/s, c/vF = 0.0154
Fermi temperature TF = 694.5 K
Bloch-Grueneisen temperature T_BG = 42.81 K
thermal integral = 25.975758
golden-rule sum / integral at T_BG/40 = 1.000128
dragged / undragged resistivity, magnitude = 7.7e-16
(T/T_BG)^2 coefficient, overlap 1 = 14.103
(T/T_BG)^2 coefficient, chiral = -14.101
Boltzmann / quartic law at T_BG/50 = 0.99918
Boltzmann / quartic law at T_BG/100 = 0.99979
chiral Boltzmann / quartic law at T_BG/100 = 0.99698
1 - Boltzmann/integral at T_BG/50 = 6.522e-03
1 - Boltzmann/integral at T_BG/100 = 1.622e-03
Boltzmann resistivity exponent, T_BG/100 to T_BG/50 = 3.9991
total scattering-rate exponent, same range = 2.0017
shortcut / quartic law at T_BG/50 = 0.6614
shortcut / quartic law at T_BG/100 = 0.6593
integral / linear law at 20 T_BG (formal limit) = 0.99984
screening: kappa = 10, q_s/kF = 2.697
screened exponent at T_BG/200 = 5.952
integral exponent at T/T_BG = 0.01: 4.003
integral exponent at T/T_BG = 0.05: 4.089
integral exponent at T/T_BG = 0.10: 4.341
integral exponent at T/T_BG = 0.20: 3.031
integral exponent at T/T_BG = 0.50: 1.462
integral exponent at T/T_BG = 1.00: 1.122
T = 1 K: T/T_BG = 0.0234
  quartic law = 197.6 microohm per square
  integral = 199.2 microohm per square
  Boltzmann = 197.4 microohm per square
  Boltzmann mobility = 3.162e+09 cm^2/(V s)
T = 2 K: T/T_BG = 0.0467
  quartic law = 3162 microohm per square
  integral = 3270 microohm per square
  Boltzmann = 3149 microohm per square
  Boltzmann mobility = 1.982e+08 cm^2/(V s)
T = 4 K: T/T_BG = 0.0934
  quartic law = 5.059e+04 microohm per square
  integral = 6.026e+04 microohm per square
  Boltzmann = 4.992e+04 microohm per square
  Boltzmann mobility = 1.250e+07 cm^2/(V s)
```
